\section*{Half-core-hole binding energies and relaxation at nitrogen sites in oxynitrides, part 2}

The problem is to calculate N 1s binding energies from a half-hole eigenvalue, and to separate shifts between nitrogen sites into an initial-state part and a relaxation part.

A fraction $q$ of an electron is removed from the N 1s spin orbital $c$, with $0\le q\le 1$ and all other occupations unchanged. The self-consistent total energy is $E(q)$ and the 1s eigenvalue is $\varepsilon(q)$. The nuclei are fixed, and energies are in eV relative to the vacuum level. The full-hole binding energy is $B=E(1)-E(0)$, and its half-hole estimate is $B_{\rm h}=-\varepsilon(1/2)$. In both Hartree--Fock and Kohn--Sham theory, the slope theorem and midpoint formula are
\begin{equation}
\frac{dE}{dq}=-\varepsilon(q),
\label{slope}
\end{equation}
\begin{equation}
B=-\varepsilon(1/2)+\frac{E'''(\xi)}{24},
\label{mid}
\end{equation}
with $\xi$ between 0 and 1. The leading error is estimated by
\begin{equation}
B-B_{\rm h}\simeq-\frac{\varepsilon''(1/2)}{24},
\label{remainder}
\end{equation}
with $\varepsilon''(1/2)$ obtained from eigenvalues at $q=1/4$, $1/2$ and $3/4$.

The frozen-orbital energy $E_{\rm fr}(q)$ keeps the ground-state orbitals and changes only the occupation of $c$. Relaxation gains $R(q)=E_{\rm fr}(q)-E(q)$, and $R$ without an argument means $R(1)$. In Hartree--Fock theory the core exchange integral $K_{cc}$ cancels the Coulomb self-interaction, so the initial-state term is $I=E_{\rm fr}(1)-E(0)=-\varepsilon(0)$. Then $R=I-B$, with half-hole estimate $R_{\rm h}=I-B_{\rm h}=\varepsilon(1/2)-\varepsilon(0)$. To second order $R(q)=aq^2/2$, where $a=\varepsilon'(0)$. A Hartree--Fock formula correct through third order is
\begin{equation}
R(1)\simeq\frac34\left[\varepsilon(2/3)-\varepsilon(0)\right].
\label{twothirds}
\end{equation}

The ammonia example has N--H lengths of 1.01~\AA\ and tetrahedral angles. Its basis is the uncontracted primitives of cc-pVDZ on nitrogen and 6-31G on hydrogen. Nonrelativistic unrestricted Hartree--Fock theory gives $I=422.555$, $B_{\rm h}=405.288$, $B=405.160$ and $R=17.395$~eV, so $B-B_{\rm h}=-0.128$~eV.

\subsection{The additional term in a semilocal functional}

In Kohn--Sham theory the slope theorem and midpoint formula remain valid, but a semilocal exchange functional does not cancel the Coulomb self-interaction of the core orbital as $K_{cc}$ does. The frozen-orbital energy is therefore curved. Define
\begin{equation}
S(q)=E_{\rm fr}(q)-E(0)+q\varepsilon(0),
\end{equation}
and write $S=S(1)$. With $R=E_{\rm fr}(1)-E(1)$, adding and subtracting the frozen energy gives
\begin{equation}
B=-\varepsilon(0)+S-R.
\end{equation}
The initial-state cost is now $-\varepsilon(0)+S$. Differentiating $E(q)=E_{\rm fr}(q)-R(q)$ and using $E'=-\varepsilon$ yields
\begin{equation}
\varepsilon(1/2)-\varepsilon(0)=R'(1/2)-S'(1/2).
\label{ksdifference}
\end{equation}
Through second order this is $R-S$, not $R$.

A PBE calculation for the same ammonia geometry and basis gives $-\varepsilon(0)=379.411$~eV and a frozen-orbital binding energy of 421.780~eV. Therefore
\begin{align}
S&=421.780-379.411\simeq42.37~{\rm eV},\\
R&=421.780-404.469\simeq17.31~{\rm eV}.
\end{align}
The eigenvalue difference in Eq.~(\ref{ksdifference}) is $-26.797$~eV. Reading it as relaxation would give the wrong sign, although the properly defined PBE relaxation is close to the Hartree--Fock value of 17.395~eV.

The PBE half-hole binding energy is 406.208~eV, against a full-hole value of 404.469~eV. Its error relative to the latter is 1.739~eV, much larger than the 0.128~eV found in Hartree--Fock theory. The remainder is $B-B_{\rm h}=[S-S'(1/2)]-[R-R'(1/2)]$. The frozen part is $-1.894$~eV and the relaxation part $+0.155$~eV, so the error comes from the nonquadratic dependence of semilocal exchange and correlation on the core density. The three-point curvature estimate recovers only $-1.41$~eV of it, because $\varepsilon(q)$ bends most strongly near $q=1$. For an absolute PBE energy in this example, the full-hole difference is the safer evaluation of the chosen functional.

\subsection{Shifts between nitrogen sites}

Let $\Delta$ mean the value at a chosen site minus that at a nitride-like reference site. In Hartree--Fock theory,
\begin{align}
\Delta B&=\Delta I-\Delta R,\\
\Delta B_{\rm h}&=\Delta I-\Delta R_{\rm h}.
\end{align}
The minus sign matters. A site with less relaxation has negative $\Delta R$, which by itself raises the binding energy; the total shift also depends on $\Delta I$. The error in the half-hole shift is the difference between two third-order remainders. It becomes small when these remainders are similar, even if neither is negligible by itself.

The initial-state shift has a simple electrostatic approximation. Let $V$ be the potential at the nitrogen nucleus from all electrons and all other nuclei. If the 1s orbital keeps its shape and the change of potential is uniform across it, an electron of charge $-e$ changes its energy by $-e\Delta V$. Since $I=-\varepsilon(0)$,
\begin{equation}
\Delta I\simeq e\Delta V.
\label{potential}
\end{equation}
Withdrawal of electrons from nitrogen makes $V$ more positive and raises $I$. The formula omits the variation of the potential over the core, changes of core shape and changes of core--valence exchange.

\subsection{Three bonding models}

The models contain planar nitrogen with three ligands at $120^\circ$. The molecule N(SiH$_3$)$_3$ represents nitrogen bonded to three silicon atoms. In N(SiH$_3$)$_2$(SiH$_2$OH), oxygen is a second neighbour. In N(SiH$_3$)$_2$OH, it is bonded directly to nitrogen. The N--Si, Si--H, Si--O, N--O and O--H lengths are 1.73, 1.48, 1.65, 1.45 and 0.96~\AA. Ligand angles are tetrahedral. The structures are not optimized: one group is changed while the rest of the skeleton stays fixed. Each oxygen model has a single OH orientation, and its calculated shifts belong to that orientation. The level of theory is that of the Hartree--Fock ammonia calculation, with 6-31G on Si, O and H.

For the nitride-like site,
\begin{align}
I&=422.558~{\rm eV},\\
B_{\rm h}&=403.206~{\rm eV},\qquad B=403.075~{\rm eV},\\
R&=422.558-403.075=19.483~{\rm eV}.
\end{align}
Its initial-state term differs from that of ammonia by only 0.003~eV, yet its binding energy is lower by $405.160-403.075=2.085$~eV. Relaxation accounts for the whole difference: it rises from 17.395 to 19.483~eV, or by 2.088~eV, and the 0.003~eV change of the initial-state term acts slightly against it. Equal ground-state eigenvalues therefore do not imply equal binding energies. The near equality of the initial-state terms should not be read as a property of the bonding, since the ammonia is pyramidal and the silyl model planar; planar ammonia has an $I$ lower by 0.40~eV. It also depends on the basis: with d functions on silicon the difference in $I$ becomes 0.075~eV, the silyl relaxation 19.33~eV and the lowering of $B$ 1.86~eV. The silyl groups contain electrons that ammonia lacks and that the hole can polarize. They may account for much of the increase, but the numerical output does not resolve the response by ligand.

The shifts from N(SiH$_3$)$_3$, in eV, are:
\begin{center}
\begin{tabular}{lrr}
 & O second neighbour & direct N--O \\
$\Delta I$ & 0.039 & 1.495 \\
$\Delta R_{\rm h}$ & $-0.049$ & $-0.176$ \\
$\Delta R$ & $-0.047$ & $-0.133$ \\
$\Delta B_{\rm h}$ & 0.088 & 1.671 \\
$\Delta B$ & 0.086 & 1.628
\end{tabular}
\end{center}

For the direct N--O bond the full-hole arithmetic is
\begin{equation}
\Delta B=1.495-(-0.133)=1.628~{\rm eV}.
\end{equation}
The initial-state part supplies 92\% of this shift and reduced relaxation supplies 8\%. With d functions on Si and O the values move to $\Delta I=1.42$, $\Delta R=-0.11$ and $\Delta B=1.53$~eV, so the shift changes by 0.1~eV while the proportion hardly does. The potential at nitrogen rises by 1.537~V, so Eq.~(\ref{potential}) predicts 1.537~eV, close to the calculated $\Delta I$ of 1.495~eV. In this model the direct-bond shift is mainly electrostatic and already present before ionization.

The half-hole shift is too large by 0.043~eV, or 2.6\% of the full-hole shift. The same 0.043~eV is 32\% of the much smaller relaxation shift. A reliable total shift thus does not guarantee an equally reliable relaxation component. If that component is the quantity of interest, a full-hole calculation or the cubic-correct formula in Eq.~(\ref{twothirds}) is preferable.

For the second-neighbour oxygen with the OH orientation chosen here, the initial-state and relaxation parts are comparable: $0.039+0.047=0.086$~eV. The ground-state eigenvalue would miss more than half of this model's shift. The near equality of the two parts belongs to this orientation. The initial-state part follows the electrostatic potential at nitrogen, to which the polar OH group contributes according to its direction; turning that group changes the initial-state part, and with it the total shift, and no other orientation is evaluated here. An optimized geometry or a larger basis could also change the value. It illustrates why the two terms must be separated; it does not establish a general second-neighbour shift for oxynitride films.

\subsection{From a molecular model to a film}

An extended film adds polarization outside the molecular model. A simple estimate places the hole charge $qe$ at the centre of a spherical cavity of radius $\rho$ in a medium of electronic relative permittivity $\kappa$. Outside the cavity the field is reduced by $1/\kappa$ compared with vacuum. Integrating the field change from $\rho$ to infinity gives the reaction potential at the centre,
\begin{equation}
V_{\rm reac}=-\frac{qe}{4\pi\epsilon_0\rho}
\left(1-\frac1\kappa\right).
\end{equation}
Because this potential grows in proportion to the charge, building up the hole gives a factor $1/2$:
\begin{equation}
R_{\rm env}(q)=\frac{q^2e^2}{8\pi\epsilon_0\rho}
\left(1-\frac1\kappa\right).
\end{equation}
It vanishes for $\kappa=1$ and increases with $\kappa$. Since it is quadratic in $q$, this term by itself adds no midpoint error to a half-hole calculation that contains the medium. At fixed $\rho$ and for an unchanged initial-state term, a less polarizable environment gives less relaxation and a higher binding energy. The electronic permittivity is appropriate because the nuclei are held fixed.

The energy reference also changes. If a solid's binding energy is measured from the Fermi level, the vacuum-referenced value must be reduced by the work function. This common constant cancels between two nitrogen sites in one specimen with one Fermi level and one surface. It need not cancel between films of different composition. The molecular shifts above do not include such changes.

\subsection{Conditions for using the half hole}

The hole must be localized on the intended nitrogen atom. Suppose instead that symmetry spreads it equally over two distant, equivalent atoms. Each atom then carries $q/2$. To second order their combined relaxation at $q=1$ is
\begin{equation}
2\times\frac a2\left(\frac12\right)^2=\frac a4,
\end{equation}
half of the localized value $a/2$. In Hartree--Fock theory the binding energy is correspondingly too high, by about 9~eV for two distant ammonia molecules. With a semilocal functional the frozen-orbital term $S$ is halved as well, and since $S>R$ the error changes sign: for PBE, $2[E(1/2)-E(0)]$ of ammonia is 393.2~eV against 404.5~eV for the localized hole. Such a functional therefore favours the spread-out hole, and the binding energy comes out too low. Each model used here has one nitrogen atom, and the emptied orbital was verified to reside on it. In a periodic cell with equivalent nitrogen atoms, localization must be checked separately.

The curve must also be smooth. If an electron moves abruptly from one part of the system to another as $q$ increases, the third derivative in the midpoint remainder may not exist. Eigenvalues at several intermediate occupations can expose such a change, but a jump outside the sampled range goes unseen. A single half-hole energy cannot show this.

Finally, approaching the full-hole mean-field result is not the same as approaching experiment. The Hartree--Fock values omit electron correlation and relativity, and the finite basis limits the response. A larger basis can change both terms. The midpoint formula controls the error of replacing a full-hole energy difference by one eigenvalue; it does not control the error of the electronic-structure model.

For the total shift of a direct N--O site in these models, the half-hole calculation reproduces the full-hole result in the same basis to a few hundredths of an electronvolt, less than the 0.1~eV by which the basis moves that result. For assigning the shift, the ground-state eigenvalue must be kept as well. For a semilocal functional, the frozen-orbital energy is also required before the remaining difference may be called relaxation: its value at $q=1$ for a full-hole difference, and its slope $S'(1/2)$ for the half-hole eigenvalue difference, since adding $S(1)$ to the latter gives 15.6~eV for ammonia instead of 17.3~eV. The energies of the main calculations are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Ammonia, Hartree-Fock
N-H length: 1.01 angstrom
I = -eps(0): 422.555 eV
frozen-orbital B: 422.555 eV
half-hole B: 405.288 eV
dE/dq at q=1/2: 405.287 eV
full-hole B: 405.160 eV
minus integral of eps: 405.160 eV
B minus half-hole B: -0.128 eV
-eps''(1/2)/24: -0.128 eV
a from response matrix: 33.589 eV
a from slope of eps: 33.588 eV
a/2: 16.794 eV
half-hole relaxation: 17.267 eV
full relaxation: 17.395 eV
Ammonia, PBE
-eps(0): 379.411 eV
half-hole B: 406.208 eV
dE/dq at q=1/2: 406.206 eV
full-hole B: 404.469 eV
frozen-orbital B: 421.780 eV
self-interaction term S: 42.368 eV
relaxation R: 17.311 eV
eps(1/2)-eps(0): -26.797 eV
Model lengths N-Si, Si-H, Si-O: 1.73, 1.48, 1.65 angstrom
Model lengths N-O, O-H: 1.45, 0.96 angstrom
N(SiH3)3, Hartree-Fock
  I: 422.558 eV; half-hole B: 403.206 eV; full-hole B: 403.075 eV
  half-hole R: 19.351 eV; full R: 19.483 eV
  B minus half-hole B: -0.131 eV
N(SiH3)2(SiH2OH), Hartree-Fock
  I: 422.597 eV; half-hole B: 403.294 eV; full-hole B: 403.161 eV
  half-hole R: 19.303 eV; full R: 19.436 eV
  B minus half-hole B: -0.133 eV
N(SiH3)2OH, Hartree-Fock
  I: 424.053 eV; half-hole B: 404.878 eV; full-hole B: 404.703 eV
  half-hole R: 19.175 eV; full R: 19.350 eV
  B minus half-hole B: -0.174 eV
Shifts of N(SiH3)2(SiH2OH) from N(SiH3)3
  initial-state: 0.039 eV; potential at N: 0.038 V
  half-hole R: -0.049 eV; full R: -0.047 eV
  half-hole B: 0.088 eV; full-hole B: 0.086 eV
Shifts of N(SiH3)2OH from N(SiH3)3
  initial-state: 1.495 eV; potential at N: 1.537 V
  half-hole R: -0.176 eV; full R: -0.133 eV
  half-hole B: 1.671 eV; full-hole B: 1.628 eV
\end{verbatim}
